# Low-energy bands of AA-stacked bilayer graphene

## Problem

In AA-stacked bilayer graphene every atom of layer 2 lies directly above an atom of layer 1. Let A and B be the two sublattices of a layer, and let \(\mathbf k=(k_x,k_y)\) be the wave vector measured from a corner \(K\) of the Brillouin zone. Near \(K\) each layer alone is described by \(v\,\boldsymbol\sigma\cdot\mathbf k\), where \(\boldsymbol\sigma=(\sigma_x,\sigma_y)\) acts on the sublattice. An electron can also hop vertically between the layers with amplitude \(t>0\). Interactions are neglected, the layers are identical and the sheet is neutral.

The algebra uses atomic units, so \(\hbar=1\). For numbers, \(v\) is replaced by \(\hbar v\), with energies in eV and lengths in nm. Take \(t=0.2\) eV and \(v=10^6\) m/s.

1. Write the Hamiltonian and find its four bands.
2. Find all wave vectors near \(K\) at which a band has zero energy, and evaluate the result.
3. Find the densities of electrons and holes at zero temperature, and the density of states at zero energy.
4. Determine what happens to the zero-energy states when one adds (i) a potential difference \(U\) between the layers, or (ii) a term \(m\,\sigma_z\tau_z\), where \(\tau_z=\pm1\) on layers 1 and 2.
5. Compare with AB stacking, in which the same \(t\) couples B of layer 1 to A of layer 2 and nothing else.
6. Estimate the effects of the lattice, of skew interlayer hopping and of room temperature.

## Solution

### 1. The four bands

Order the basis as A1, B1, A2, B2. Vertical hopping joins A1 to A2 and B1 to B2 with the same amplitude, so the interlayer block is \(t\) times the unit matrix:

\[
H=\begin{pmatrix} v\,\boldsymbol\sigma\cdot\mathbf k & t\,\mathbb 1\\ t\,\mathbb 1 & v\,\boldsymbol\sigma\cdot\mathbf k\end{pmatrix}
= v\,\boldsymbol\sigma\cdot\mathbf k+t\,\tau_x .
\]

Here \(\tau_x\) exchanges the layers. It commutes with \(\boldsymbol\sigma\cdot\mathbf k\), which acts on a different index, and therefore with \(H\). Its eigenvectors are \((1,s)/\sqrt2\) with \(s=\pm1\), the even and odd combinations of the layers. In each of these sectors \(\tau_x\) becomes the number \(s\), and a \(2\times2\) problem remains:

\[
h_s=s\,t+v\,\boldsymbol\sigma\cdot\mathbf k .
\]

Because \(\sigma_x^2=\sigma_y^2=1\) and \(\sigma_x\sigma_y=-\sigma_y\sigma_x\),

\[
(\boldsymbol\sigma\cdot\mathbf k)^2=k_x^2+k_y^2+k_xk_y(\sigma_x\sigma_y+\sigma_y\sigma_x)=k^2 .
\]

The eigenvalues of \(\boldsymbol\sigma\cdot\mathbf k\) are thus \(+k\) or \(-k\). Since its trace is zero, both occur. The bands are

\[
E_{s\lambda}(k)=s\,t+\lambda\,v k,\qquad s,\lambda=\pm1 .
\]

These are two copies of the graphene cone. The even one is shifted up by \(t\) and the odd one down by \(t\). Their Dirac points stay at \(\mathbf k=0\), at energies \(\pm t\). At the other valley \(k_x\) changes sign in the Hamiltonian. The square above is unchanged, and so are the bands.

### 2. The zero-energy ring

Setting \(E_{s\lambda}=0\) gives \(\lambda vk=-st\). As \(vk\ge0\) and \(t>0\), this requires \(\lambda=-s\), and then

\[
k=k_0=\frac{t}{v}\quad\text{or, with }\hbar\text{ restored,}\quad k_0=\frac{t}{\hbar v}.
\]

The direction of \(\mathbf k\) is free, so the solutions form a circle around each valley. Two bands vanish at each of its points: the lower branch of the raised cone, \(t-vk\), and the upper branch of the lowered cone, \(-t+vk\). They cross linearly in the radial direction.

With \(\hbar=6.582\times10^{-16}\) eV s and \(v=10^{15}\) nm/s, \(\hbar v=0.6582\) eV nm. Hence

\[
k_0=\frac{0.2\ \text{eV}}{0.6582\ \text{eV nm}}=0.304\ \text{nm}^{-1}=0.0304\ \text{Å}^{-1}.
\]

At \(k=k_0\) the four energies are \(-0.4\), 0, 0 and \(+0.4\) eV. At \(k=2k_0\) they are \(-0.6\), \(-0.2\), \(+0.2\) and \(+0.6\) eV. When \(t\to0\) the ring shrinks to the Dirac point of two uncoupled layers.

### 3. Carriers and density of states

The bands are symmetric under \(E\to-E\), so the Fermi level of the neutral sheet is at zero. Inside the ring, \(-t+vk<0\): the upper branch of the lowered cone is filled and forms an electron pocket. There also \(t-vk>0\), so the lower branch of the raised cone is empty and forms a hole pocket. Both pockets are discs of radius \(k_0\). With two spins and two valleys, each carrier density is

\[
n=4\,\frac{\pi k_0^2}{(2\pi)^2}=\frac{k_0^2}{\pi}=2.94\times10^{12}\ \text{cm}^{-2}.
\]

The sheet is neutral, yet it contains mobile electrons and holes.

For a single cone, let \(\varepsilon\) be the energy measured from its Dirac point. Then \(k=|\varepsilon|/v\), and the density of states is

\[
\frac{4}{(2\pi)^2}\,2\pi k\,\frac{dk}{d|\varepsilon|}=\frac{2|\varepsilon|}{\pi v^2}.
\]

The Dirac points lie at \(\pm t\), so the total is

\[
D(E)=\frac{2}{\pi v^2}\bigl(|E+t|+|E-t|\bigr)=\frac{4t}{\pi v^2}\qquad(|E|<t).
\]

The growth of one cone's contribution cancels the decrease of the other's. Numerically,

\[
D=\frac{4\times0.2}{\pi\,(0.6582)^2}=0.588\ \text{eV}^{-1}\,\text{nm}^{-2}.
\]

A single neutral graphene layer in the same linear model has \(D(0)=0\).

### 4. What keeps the crossing, and what opens it

The two crossing bands have opposite values of \(\tau_x\). A perturbation that commutes with \(\tau_x\) has no matrix element between them. If it is weak, it can move the crossing but cannot open a gap there. The two perturbations in the problem do not commute with \(\tau_x\), so each needs its own calculation.

**(i) Layer bias.** The added term is \((U/2)\tau_z\). Since \(\tau_x\) and \(\tau_z\) anticommute,

\[
\left(t\tau_x+\tfrac U2\tau_z\right)^2=t^2+\tfrac{U^2}{4}\equiv W^2 .
\]

The whole layer part therefore has eigenvalues \(\pm W\), and it still commutes with \(\boldsymbol\sigma\cdot\mathbf k\). The bands become \(\pm W\pm vk\), and the ring survives with radius \(W/v\). The bias destroys the layer-exchange symmetry, but another layer operator is conserved in its place. Layer-exchange symmetry thus protects the crossing against weak perturbations, but it is not necessary for the crossing. Nor does it protect against strong ones: a term \(m\sigma_z\), equal in both layers, respects the symmetry and gives the bands \(\pm t\pm\sqrt{v^2k^2+m^2}\), which no longer cross at zero energy once \(|m|>t\).

As an example, take a gate field of 1 MV/cm, which is 0.1 V/nm, and a layer spacing of roughly 0.35 nm. Without screening, \(U=0.035\) eV. The radius becomes 0.305 nm\(^{-1}\), an increase of 0.38 percent relative to \(k_0\). Screening by the carriers would reduce \(U\) and this shift. The survival of the ring is exact only in this model. With longer-range in-plane and interlayer hoppings the bias couples the two crossing bands weakly, and a two-centre tight-binding estimate gives a gap of order \(10^{-5}\) eV on parts of the ring at this \(U\).

**(ii) The term \(m\sigma_z\tau_z\).** This is a sublattice potential of opposite sign in the two layers. Its factor \(\sigma_z\) anticommutes with \(\boldsymbol\sigma\cdot\mathbf k\), and its factor \(\tau_z\) anticommutes with \(\tau_x\). It therefore anticommutes with both parts of \(H\). The cross terms in the square vanish:

\[
(H+m\sigma_z\tau_z)^2=H^2+m^2 .
\]

The eigenvalues of \(H^2\) are \((vk+t)^2\) and \((vk-t)^2\), each occurring twice, so

\[
E^2=(vk\pm t)^2+m^2 .
\]

Both signs of \(E\) occur for each choice, because \(\sigma_z\tau_y\) anticommutes with all three terms of the new Hamiltonian and turns a state of energy \(E\) into one of energy \(-E\). The separation of the middle bands is \(2\sqrt{(vk-t)^2+m^2}\). It is smallest at \(k_0\), where it equals \(2|m|\). The chosen value \(m=0.01\) eV gives a gap of 0.02 eV around the whole ring.

### 5. AB stacking

Take \(\mathbf k\) along \(x\). For other directions the phases can be absorbed into the basis states, because the couplings form an open chain A1–B1–A2–B2. With amplitudes \(a_1,b_1,a_2,b_2\),

\[
Ea_1=vk\,b_1,\quad Eb_1=vk\,a_1+t\,a_2,\quad Ea_2=vk\,b_2+t\,b_1,\quad Eb_2=vk\,a_2 .
\]

Multiply the two middle equations by \(E\) and use the outer ones to remove \(a_1\) and \(b_2\):

\[
(E^2-v^2k^2)\,b_1=tE\,a_2,\qquad (E^2-v^2k^2)\,a_2=tE\,b_1 .
\]

The solutions have \(b_1=\pm a_2\), which gives \(E^2\mp tE-v^2k^2=0\). The smallest energy in magnitude is

\[
|E|_{\min}=\sqrt{\tfrac{t^2}{4}+v^2k^2}-\tfrac t2 .
\]

It vanishes at \(k=0\) alone, so there is no ring. At \(vk=t\) it equals \(t(\sqrt5-1)/2=0.124\) eV, where AA stacking with the same \(t\) and \(v\) has zero. The ring thus depends on how the layers are stacked as well as on the strength of their coupling.

### 6. Corrections and the real material

**Lattice.** On the honeycomb lattice, with lattice constant \(a\) and in-plane hopping \(t_0\), \(vk\) is replaced by \(t_0|f|\). Along the \(x\) axis through \(K=(4\pi/3a,0)\), \(f=1+2\cos(k'_xa/2)\), where \(k'_x\) is measured from the zone centre. Put \(k'_x=4\pi/3a+q\) and expand to second order in \(q\):

\[
f=1-\cos\frac{qa}{2}-\sqrt3\,\sin\frac{qa}{2}\approx-\frac{\sqrt3\,qa}{2}\left(1-\frac{qa}{4\sqrt3}\right).
\]

The first-order term identifies \(v=\sqrt3\,at_0/2\). The condition \(t_0|f|=t\) then gives \(|q|\approx k_0(1\pm k_0a/4\sqrt3)\), with the plus sign for \(q>0\) and the minus sign for \(q<0\). For \(a\approx0.246\) nm the modulation is 1.08 percent of \(k_0\). Diagonalising the lattice Hamiltonian along 24 directions around each valley gives radii from 0.3007 to 0.3073 nm\(^{-1}\), which is the same modulation. With only nearest-neighbour in-plane hopping and vertical hopping, the ring is slightly triangular and remains at zero energy. Longer-range hopping can shift its energy and make that energy vary slightly around the ring.

**Skew hopping.** Hopping from A1 to B2 and from B1 to A2 adds \(v_3\,\tau_x\,\boldsymbol\sigma\cdot\mathbf k\). This commutes with \(\tau_x\), and the bands become \(st+\lambda(v+sv_3)k\). The crossing condition is

\[
t-(v+v_3)k=-t+(v-v_3)k\quad\Rightarrow\quad k=\frac tv=k_0 ,
\]

and the energy there is \(t-(v+v_3)t/v=-v_3t/v\). The radius is unchanged, but the ring leaves zero energy. As an illustration, a skew amplitude of 0.04 eV with the same sign as \(t_0=3.09\) eV gives \(v_3/v=0.0129\) and a shift of \(-0.0026\) eV. The size of the shift is proportional to the assumed amplitude, and the opposite relative sign raises the ring instead. That is the case expected for carbon \(p_z\) orbitals, where the vertical and skew hoppings share one sign and the in-plane hopping has the other. A two-centre tight-binding estimate gives \(v_3/v\approx-0.05\) and a shift of about \(+0.01\) eV. The Fermi level of the neutral sheet moves with the ring, since the two pockets still have equal areas.

**Temperature.** At temperature \(T\) the electron pocket holds a number proportional to \(\int_0^\infty\varepsilon f_T(\varepsilon-t)\,d\varepsilon\), where \(\varepsilon=vk\) and \(f_T(x)=1/(e^{x/k_BT}+1)\). At \(T=0\) the integral is \(t^2/2\). Write \(\varepsilon=t+x\). The thermal change of \(f_T(x)\) is odd in \(x\), so the part multiplied by \(t\) cancels and the part multiplied by \(x\) doubles:

\[
2\int_0^\infty\frac{x\,dx}{e^{x/k_BT}+1}=\frac{\pi^2(k_BT)^2}{6},
\]

up to terms of order \(e^{-t/k_BT}\). Relative to \(t^2/2\), the increase is \(\pi^2(k_BT)^2/3t^2\). At 300 K, \(k_BT=0.0259\) eV and the electron count rises by 5.5 percent. This alters the occupation of the bands and not the ring.

**Real bilayers.** The velocity is close to that of graphene, and a vertical hopping of a few tenths of an eV is the rough range for AA stacking. The uncertainty in \(t\) matters more than the lattice correction, because \(k_0\) is proportional to \(t\). Real devices are also seldom exactly neutral. A Fermi level \(E_F\) with \(|E_F|<t\) gives an electron pocket of radius \((t+E_F)/v\) and a hole pocket of radius \((t-E_F)/v\). For \(E_F=0.1\,t\) these differ from \(k_0\) by 10 percent, while the bands still cross at \(k_0\). Two further assumptions matter. AA is not the energetically preferred stacking, and a sideways slip \(d\) of one layer makes the interlayer block differ from \(t\,\mathbb 1\). The slip gaps most of the ring, by up to about \(t|K|d\), which is roughly 0.02 eV for \(d=0.005\) nm, while isolated crossing points remain. Interactions, not sized here, may generate a term such as \(m\sigma_z\tau_z\), with opposite signs of \(m\) for the two spins, which would gap the whole ring. Hence the gapless circle is a result for perfect registry and independent electrons.

## Calculated quantities

```
vertical hopping t                    0.200 eV
velocity                              1.00e+06 m/s
hbar * velocity                       0.6582 eV nm
ring radius k0                        0.3039 1/nm
ring radius k0, converted             0.03039 1/angstrom
bands from diagonalisation:
  k = 0.0000 1/nm: -0.200 -0.200 +0.200 +0.200 eV
  k = 0.1519 1/nm: -0.300 -0.100 +0.100 +0.300 eV
  k = 0.3039 1/nm: -0.400 +0.000 +0.000 +0.400 eV
  k = 0.6077 1/nm: -0.600 -0.200 +0.200 +0.600 eV
electron density (= hole density)     2.939 e12 cm^-2
  same from k-grid                    2.941 e12 cm^-2
density of states at E = 0            0.5878 1/(eV nm^2)
  same from k-grid                    0.5887 1/(eV nm^2)
illustrative mass m                   0.010 eV
gap on ring from this mass            0.0200 eV
AB stacking: smallest |E| at k0       0.1236 eV
neglected effects:
lattice constant (rough)              0.246 nm
in-plane hopping from velocity        3.090 eV
lattice ring radius, smallest         0.3007 1/nm
lattice ring radius, largest          0.3073 1/nm
radius modulation, lattice            1.08 percent
radius modulation, formula            1.08 percent
skew hopping (rough)                  0.040 eV
velocity ratio v3/v                   0.0129
crossing energy with skew hopping     -0.00259 eV
gate field                            1.0 MV/cm
layer spacing (rough)                 0.35 nm
unscreened layer bias U               0.0350 eV
ring radius with bias                 0.3050 1/nm
radius increase from bias             0.38 percent
temperature                           300 K
thermal energy kT                     0.02585 eV
thermal rise of electron count        5.50 percent
thermal rise, formula                 5.50 percent
```
